Equal-spin Andreev reflection at a half-metal–superconductor interface

Anyone computing the conductance of a junction between a half-metal and a superconductor must decide early whether the interface may be described by one transmission number for the conducting spin, with the Andreev term set to zero, or whether the full spin matrix of the interface must be kept. The first choice gives no current below the gap. The second can give a conductance above that of the normal state.

**The belief and its appeal**

The argument for the first choice is short. A singlet Cooper pair contains one up and one down electron. An up electron arriving from the half-metal can enter the condensate only with a down partner, and the half-metal has no down carriers. Hence no Andreev reflection occurs, and the subgap conductance vanishes.

This is correct if the interface conserves spin along the half-metal's magnetization, here the z axis. The hidden step is that the partner must be taken from the half-metal as a down electron. If the interface rotates spins, the partner can leave the half-metal as an up electron and reach the superconductor with a down component.

**Reflection at the superconductor**

Take one transverse mode, an s-wave gap Δ much smaller than the Fermi energy, no pair breaking, and |E| < Δ. Write ε = E/Δ. Let u and v be the electron and hole spinors; v↑ describes a missing up electron. In the superconductor, with ξ the kinetic energy measured from the Fermi level,

E u = ξ u + Δ iσy v
E v = −Δ iσy u − ξ v.

The second line gives v = −iσy u Δ/(E + ξ). Inserting this in the first, with (iσy)² = −1, gives ξ² = E² − Δ², so ξ is imaginary. For an incoming electron near +kF, ξ = ħvq, and decay into the superconductor requires Im q > 0, hence ξ = +i√(Δ² − E²). Therefore

v = α(−iσy)u,  α = ε − i√(1 − ε²),  |α| = 1.

An incoming hole lies near −kF, where ξ = −ħvq = −i√(Δ² − E²). The first line then gives u = α(iσy)v.

**All round trips**

Place a vanishingly thin normal spacer, matched to the superconductor, behind the interface. The interface's normal-state scattering matrix has blocks r11 (half-metal side), t21 (into the spacer), t12 (back out) and r22 (spacer side, a 2×2 spin matrix). Its energy dependence over the gap is neglected, so holes scatter with the complex conjugate matrix.

Let a be the electron spinor travelling towards the superconductor. The returning hole is α(−iσy)a. The interface reflects part of it with r22*, the superconductor turns that part into an electron, and r22 sends it forward again:

a = t21 + α² r22 (iσy) r22* (−iσy) a.

Solving for a and transmitting the hole with t12* gives, with Y = −iσy and Y⁻¹ = iσy,

r_he = α t12* Y [1 − α² r22 Y⁻¹ r22* Y]⁻¹ t21.

If spin is conserved, r22 is diagonal and t12 and t21 have up components alone. The bracket is then diagonal, while Y has zero diagonal elements, so r_he = 0 at every subgap energy. This is the belief, with its condition exposed.

**A general spin-active interface**

Let τ be the transmission probability and R = 1 − τ. Unitarity gives r22†r22 = 1 − t12†t12. Since t12 is a single row of squared length τ, the singular values of r22 are √R and 1. Thus

r22 = AρB,  ρ = diag(√R, 1),

with A and B unitary. Unitarity also fixes t21 = √τ A e₁ and t12 = √τ e₁ᵀB, up to phases that do not affect |r_he|; e₁ is the first unit vector. Define Q = B*YA. Moving A and B*Y inside the inverse gives

r_he = ατ (N⁻¹)₁₁
N = A⁻¹[1 − α² AρB Y⁻¹ A*ρB* Y](B*Y)⁻¹
  = Q† − α² ρ(BY⁻¹A*)ρ
  = Q† + α² ρQ*ρ.

The last line uses Y⁻¹ = −Y and the reality of Y. For a 2×2 matrix, (N⁻¹)₁₁ = N₂₂/det N, and N₂₂ = Q₂₂*(1 + α²).

Let P = |Q₁₁|², D = det Q and ψ = arg(Q₂₁/Q₁₂). Because Q is unitary,

Q₁₁Q₂₂ = DP,  Q₁₂Q₂₁ = −D(1 − P),
Q₁₂² + Q₂₁² = −2D(1 − P)cos ψ.

The products in the determinant are

N₁₁N₂₂ = D*P(1 + α²R)(1 + α²)
N₁₂N₂₁ = −D*(1 − P)(1 + α⁴R + 2α²√R cos ψ).

Subtracting and collecting powers of α,

det N = D*{1 + α⁴R + α²[P(1 + R) + 2√R(1 − P)cos ψ]}.

Now set α = exp(−iη), so cos η = ε. Then |1 + α²| = 2|ε|, and

α⁻² + Rα² = (1 + R)(2ε² − 1) + iτ sin 2η,  sin² 2η = 4ε²(1 − ε²).

The probability R_A = |r_he|² is therefore

R_A = 4τ²Pε² / {K² + 4τ²ε²(1 − ε²)}
K = (1 + R)(2ε² − 1 + P) + 2√R(1 − P)cos ψ.

Below the gap |r_ee|² + |r_he|² = 1. With e the electron charge and h Planck's constant, the zero-temperature conductance is

G = (e²/h)(1 − |r_ee|² + |r_he|²) = (2e²/h)R_A.

The 2 counts the charge transferred per event; there is no spin factor, since one spin conducts.

As a test, a tight-binding junction with an evanescent minority spin and a tilted exchange field on three interface sites was solved directly from its Bogoliubov–de Gennes equations, with a gap of 0.0002 hopping energies. Its normal-state matrix has τ = 0.8405, P = 0.8717 and cos ψ = 0.8092. At ε = 0.50 the lattice gives R_A = 0.7754 and the formula 0.7756. The largest absolute difference at the four energies compared is 1.7×10⁻⁴.

**What survives at zero bias**

The belief does keep one foothold. At ε = 0 the numerator vanishes, while K = −(1 − P)(1 + R − 2√R cos ψ) is nonzero for P < 1 and τ > 0. The low-bias law is

R_A ≈ 4τ²Pε² / [(1 − P)²(1 + R − 2√R cos ψ)²].

Symmetry gives the same zero. At E = 0, particle–hole symmetry makes r_hh = r_ee* and r_eh = r_he*. Orthogonality of the two rows of the reflection matrix then requires

r_ee r_he* + r_eh r_hh* = 2 r_ee r_he* = 0.

A single mode must therefore be reflected wholly as an electron or wholly as a hole. For P < 1 it is the electron. At P = 1 the formula reduces to τ²/[(1 + R)²ε² + τ²(1 − ε²)], which tends to 1 as ε → 0.

With several modes, the orthogonality condition is a sum over modes and no longer forces each hole amplitude to vanish. One randomly chosen interface mixing two half-metal modes gave a total R_A of 0.0082 at zero energy. That shows the zero can be lifted; it is not a typical size.

**How a tilted layer makes equal-spin pairs**

Let a ferromagnetic layer of thickness d lie on the superconducting side of the half-metal's face, with exchange energy J n·σ and n tilted by β from z. To first order in J its two spin states have wave numbers kF ∓ J/(ħv). One crossing multiplies the spinor, apart from a common phase, by

U = exp(−iχ n·σ/2),  χ = 2Jd/(ħv).

Reflection inside the layer is neglected. Since σyU*σy = U, we have U*Y = YU. An electron crossing towards the superconductor and a hole crossing back therefore produce

U*YU = YU² = Y(cos χ − i sin χ n·σ).

The first term is the original singlet; the second is a triplet. Choosing n = (sin β, 0, cos β) and writing a₀ = cos χ − i cos β sin χ, the matrix is

YU² = [[i sin β sin χ, −a₀*], [a₀, −i sin β sin χ]].

Let θ be the phase by which up reflection exceeds down reflection at the half-metal's face, seen from the superconducting side. Then A = U diag(exp(iθ), 1) and B = U, so Q is YU² with its first column multiplied by exp(iθ). Hence

P = sin²β sin²χ,  cos ψ = −cos Θ,  Θ = θ + 2 arg a₀.

In this model both ingredients are needed: a spin-dependent phase (χ) to make a triplet, and a tilt (β) to give that triplet an up–up part.

The spin balance also closes. Each event removes two up electrons, carrying spin ħ along z, from the half-metal. The singlet condensate takes no spin, and the layer is the one element of the model that breaks conservation of spin along z. It therefore receives ħ.

**A number**

Take Δ = 1.40 meV, v = 5.0×10⁵ m/s, J = 0.10 eV, d = 1.0 nm, β = 60°, τ = 0.50 and θ = 0.50 rad. With ħv = 0.3291 eV nm,

χ = 2 × 0.10 × 1.0/0.3291 = 0.6077 rad
P = 0.75 × sin²(0.6077) = 0.2445,

and Θ = −0.169 rad. At half the gap, ε = 0.50,

K = 1.5 × (−0.5 + 0.2445) − 1.414 × 0.7555 × 0.986 = −1.436
R_A = 0.0611/(2.063 + 0.1875) = 0.027.

Thus G = 0.054 e²/h at 0.70 mV: small, but not zero. With the other inputs fixed, tilts of 0°, 30° and 90° give 0, 0.013 and 0.117 e²/h at this bias. These values neglect the electron–hole phase 2Ed/(ħv) gained in the layer, 0.004 rad here; keeping it raises them by about 3 per cent, to 0.056 e²/h at 60° and 0.121 e²/h at 90°.

Nearer the gap the conductance is large. K vanishes at

ε_r² = ½(1 − P)[1 + 2√R cos Θ/(1 + R)],

which gives ε_r = 0.854 and R_A = P/(1 − ε_r²) = 0.90. The maximum lies slightly higher, because K² has zero slope at ε_r while P/(1 − ε²) is still rising. It occurs at 1.23 mV, where R_A = 0.98 and G = 1.96 e²/h, or 76 μS. The normal-state value is 0.50 e²/h, so the supposedly forbidden process raises the conductance almost fourfold at this bias.

At 1.0 K the thermally averaged conductance at 1.23 mV is 1.22 e²/h and the zero-bias conductance is 0.0015 e²/h. The low-bias law, R_A ≈ 0.0512ε², accounts for most of the latter: the thermal mean of ε² is (π²/3)(0.0862/1.40)² = 0.0125, giving 2 × 0.0512 × 0.0125 = 0.0013 e²/h.

**Beside a real junction**

The gap is a rough value for niobium, and J and d are plausible for a weak ferromagnetic interlayer. The velocity, τ, θ and the tilt are chosen. With the free-electron mass, the velocity implies a Fermi energy of 0.71 eV, low for a metal. At normal incidence the layer then reflects less than 0.5 per cent of the electrons, but this is not negligible: the reflected amplitude is about 0.07, and it interferes with reflection from the half-metal's face. Depending on the phase between the two, the conductance at half the gap can change by about a factor of two either way, and the peak can lie anywhere from about ε = 0.82 to 0.93. Its height stays above 1.8 e²/h. The figures in the worked example therefore belong to the reflectionless layer; for a real one, τ, P and ψ should be taken from the full normal-state scattering matrix.

A wide junction has many transverse modes, not one. At 45° incidence the longer path raises χ by √2; with τ and θ held fixed, the peak moves from ε = 0.88 to 0.74. That shift, 0.20 meV, is comparable with the single-mode peak width of 0.25 meV, so a sum over angles would smear the peak. An assumed pair-breaking width of 0.02Δ lowers the zero-temperature conductance at 1.23 mV to 1.54 e²/h and raises the zero-bias value to 0.018 e²/h. Suppression of the gap by the adjacent magnet is not included.

Imperfect polarization can hide the equal-spin signal at zero bias. An assumed minority transmission of 0.02 gives 0.015 e²/h there at θ = 0.50 rad (and 0.11 e²/h at θ = 2.5 rad) without any tilted layer, the former being about ten times the thermal equal-spin signal found above. For these parameters, a small zero-bias conductance cannot by itself identify equal-spin reflection.

In a calculation, full spin polarization alone does not justify dropping the Andreev term. For a single fully polarized mode with τ > 0, the term vanishes at every subgap energy only if P = 0. A small P is not enough, since R_A = P/(1 − ε_r²) at ε_r can be large when ε_r is near 1. That requires cos ψ near −1, and the peak is then narrow: for P = 0.01 and τ = 0.1, R_A reaches 1 at ε = 0.995 over a width of about 0.006Δ when Θ = 0, but stays near 0.04 when Θ = 1 rad. P follows from the normal-state scattering matrix as |t12* iσy t21|²/τ². The numerical output below lists the values of the worked example.

Table of computed values

```
LATTICE TEST (gap = 0.0002 hopping)
lattice tau, P, cos(psi): 0.8405, 0.8717, 0.8092
E/gap 0.20: R_A lattice 0.90200, formula 0.90196
E/gap 0.50: R_A lattice 0.77543, formula 0.77558
E/gap 0.80: R_A lattice 0.59181, formula 0.59198
E/gap 0.95: R_A lattice 0.50998, formula 0.51008
largest difference in R_A: 1.7e-04
two mixed modes, total R_A at zero energy: 0.0082
EXAMPLE INPUTS
gap: 1.40 meV; Fermi velocity: 5.0e+05 m/s
exchange energy: 0.10 eV; thickness: 1.0 nm
tilt: 60 deg; tau: 0.50; theta: 0.50 rad
temperature: 1.0 K; kT: 0.0862 meV
INTERMEDIATE VALUES
hbar v: 0.3291 eV nm; one-pass spin phase chi: 0.6077 rad
equal-spin weight P: 0.2445; Theta: -0.1693 rad
low-bias coefficient R_A/(E/gap)^2: 0.0512
bracket zero at E/gap: 0.8537; R_A there: 0.9016
CONDUCTANCE AT ZERO TEMPERATURE (units e^2/h)
bias 0.000 meV (E/gap 0.00): 0.0000
bias 0.350 meV (E/gap 0.25): 0.0075
bias 0.700 meV (E/gap 0.50): 0.0543
bias 1.050 meV (E/gap 0.75): 0.5558
bias 1.330 meV (E/gap 0.95): 1.2274
peak bias: 1.2309 meV (E/gap 0.8792)
peak R_A: 0.9790; peak conductance: 1.9580 e^2/h
peak conductance: 75.85 microsiemens
full width at half maximum: 0.247 meV
normal-state conductance: 0.50 e^2/h
TILT DEPENDENCE at E/gap 0.50 (units e^2/h)
tilt  0 deg: 0.0000
tilt 30 deg: 0.0131
tilt 60 deg: 0.0543
tilt 90 deg: 0.1171
THERMAL AVERAGE (units e^2/h)
zero bias: 0.00151; at peak bias: 1.2171
NEGLECTED EFFECTS
Fermi energy: 0.711 eV; gap/Fermi energy: 2.0e-03
chi from exact wave numbers: 0.6092 rad
largest layer reflection probability: 0.0043
layer phase drift across the gap: 0.0085 rad
45 deg incidence: peak E/gap 0.7381, R_A 0.9131
minority transmission assumed: 0.02
its zero-bias G, no layer: 0.0147 e^2/h
its zero-bias G, with layer: 0.0184 e^2/h
pair-breaking width assumed: 0.02 gap
with it, G at zero bias: 0.0181, at peak: 1.5394 e^2/h
relative thermal gap reduction: 5.5e-08
```
